# Tunnelling decay and s-wave corrugation: large-distance forms with first corrections: a program that tests the result

```python
"""
Result under test (s-wave tip, small bias, flat vacuum barrier phi):
  current ~ exp(-2 kappa z), kappa = sqrt(2 m phi)/hbar, close to one decade
  per angstrom for phi = 4 to 5 eV; relative lateral modulation
  ~ exp(-gamma z), gamma = 2 [sqrt(kappa^2 + G^2/4) - kappa].
Symbols: z = height of tip centre above the surface nuclei, a = spacing of a
square lattice, G = 2 pi/a, q = sqrt(kappa^2 + G^2/4).
Units: angstrom and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.special import exp1, j0

# hbar^2/(2m) in eV angstrom^2
T = const.hbar**2 / (2 * const.m_e * const.e) * 1e20


def decay_constant(phi):
    return np.sqrt(phi / T)


def modulation_exponent(kappa, G):
    return 2 * (np.sqrt(kappa**2 + G**2 / 4) - kappa)


# --- Plane matrix element against the exact splitting of a double well ---
well_width, well_depth, gap = 4.0, 9.0, 6.0


def well_level(inner_factor):
    """Lowest level; inner_factor(kappa) scales the slope at the inner wall."""
    def mismatch(E):
        k, kap = np.sqrt(E / T), np.sqrt((well_depth - E) / T)
        return (k * well_width - np.arctan(kap / k)
                - np.arctan(kap * inner_factor(kap) / k))
    return brentq(mismatch, 1e-6, well_depth - 1e-6, xtol=1e-14, rtol=1e-14)


E_single = well_level(lambda kap: 1.0)
E_even = well_level(lambda kap: np.tanh(kap * gap / 2))
E_odd = well_level(lambda kap: 1 / np.tanh(kap * gap / 2))
kap_w = np.sqrt((well_depth - E_single) / T)
edge_density = (E_single / well_depth) / (well_width / 2 + 1 / kap_w)
M_plane = T * 2 * kap_w * edge_density * np.exp(-kap_w * gap)
split_exact = E_odd - E_even
assert abs(2 * M_plane / split_exact - 1) < 0.01

# --- s-wave tip: plane integral equals -4 pi psi(tip centre) ---
phi0 = 4.5
kappa = decay_constant(phi0)
plane_z, centre_z = 3.0, 8.0
h_tip = centre_z - plane_z
for k_lat in (0.0, 0.6, 1.1):
    p = np.sqrt(kappa**2 + k_lat**2)

    def integrand(R):
        r = np.hypot(R, h_tip)
        chi = np.exp(-kappa * r) / r
        dchi = h_tip * (kappa * r + 1) * np.exp(-kappa * r) / r**3
        return 2 * np.pi * R * j0(k_lat * R) * (-p * chi - dchi)

    value = quad(integrand, 0, 50, epsabs=1e-13, limit=400)[0]
    value *= np.exp(-p * plane_z)
    tip_ratio = value / np.exp(-p * centre_z)
    assert abs(tip_ratio / (-4 * np.pi) - 1) < 1e-5


# --- Decade rule against wave matching at a square barrier ---
def transmission(phi, d, kinetic=6.0):
    k, kap = np.sqrt(kinetic / T), decay_constant(phi)
    e = np.exp(-kap * d)
    A = np.array([[1, -1, -e, 0],
                  [-1j * k, kap, -kap * e, 0],
                  [0, e, 1, -1],
                  [0, -kap * e, kap, -1j * k]], dtype=complex)
    b = np.array([-1, -1j * k, 0, 0], dtype=complex)
    return abs(np.linalg.solve(A, b)[3])**2


print("hbar^2/(2m) = %.4f eV angstrom^2" % T)
print("double well: exact splitting = %.4e eV" % split_exact)
print("double well: 2|M| from plane formula = %.4e eV" % (2 * M_plane))
for phi in (4.0, 4.5, 5.0):
    kap = decay_constant(phi)
    decades = 2 * kap / np.log(10)
    matched = np.log10(transmission(phi, 5.0) / transmission(phi, 6.0))
    assert abs(matched - decades) < 1e-3
    print("phi = %.1f eV: kappa = %.4f 1/angstrom" % (phi, kap))
    print("  current factor per angstrom = %.2f" % np.exp(2 * kap))
    print("  decades per angstrom, formula = %.3f" % decades)
    print("  decades per angstrom, wave matching = %.3f" % matched)
phi_decade = brentq(
    lambda f: np.log10(transmission(f, 5) / transmission(f, 6)) - 1, 3, 7)
phi_formula = T * np.log(10)**2 / 4
assert abs(phi_decade - phi_formula) < 0.01
print("phi for exactly one decade per angstrom = %.2f eV" % phi_formula)

# --- Slowest pair of lateral momenta feeding the density component G ---
a_close, a_wide = 2.9, 5.0
G_close = 2 * np.pi / a_close


def pair_decay(k):
    return (np.sqrt(kappa**2 + k[0]**2 + k[1]**2)
            + np.sqrt(kappa**2 + (G_close - k[0])**2 + k[1]**2))


best = minimize(pair_decay, [0.2, 0.5], tol=1e-10)
assert abs(best.x[0] / G_close - 0.5) < 1e-3 and abs(best.x[1]) < 1e-3
assert abs(best.fun - 2 * kappa
           - modulation_exponent(kappa, G_close)) < 1e-6
print("slowest pair: k/G = %.3f" % (best.x[0] / G_close))


# --- Decay of the G component outside a diagonalized corrugated slab ---
def slab_state(lateral_k, depth=10.0, coupling=1.0, step=0.1):
    z = np.arange(-140, 141) * step
    inside = (np.abs(z) < 2.0).astype(float)
    n, nk = len(z), len(lateral_k)
    H_z = (np.diag(2 * T / step**2 - depth * inside)
           - T / step**2 * (np.eye(n, k=1) + np.eye(n, k=-1)))
    H = (np.kron(np.eye(nk), H_z)
         + np.kron(np.diag(T * np.asarray(lateral_k)**2), np.eye(n))
         - coupling * np.kron(np.eye(nk, k=1) + np.eye(nk, k=-1),
                              np.diag(inside)))
    E, vec = eigh(H, subset_by_index=[0, 0])
    c = vec[:, 0].reshape(nk, n)
    rho_G = np.abs(np.sum(c[1:] * c[:-1], axis=0))
    i, j = np.argmin(abs(z - 5)), np.argmin(abs(z - 7))
    return E[0], np.log(rho_G[i] / rho_G[j]) / (z[j] - z[i])


E_zero, rate_zero = slab_state(G_close * np.array([-1, 0, 1]))
E_edge, rate_edge = slab_state(G_close * np.array([-1.5, -0.5, 0.5, 1.5]))
k_zero, k_edge = decay_constant(-E_zero), decay_constant(-E_edge)
rate_zero_formula = k_zero + np.sqrt(k_zero**2 + G_close**2)
rate_edge_formula = 2 * np.sqrt(k_edge**2 + G_close**2 / 4)
assert abs(rate_zero / rate_zero_formula - 1) < 0.01
assert abs(rate_edge / rate_edge_formula - 1) < 0.01
print("slab, G-component decay rates in 1/angstrom:")
print("  k=0 state at %.2f eV: computed %.3f, formula %.3f"
      % (E_zero, rate_zero, rate_zero_formula))
print("  k=G/2 state at %.2f eV: computed %.3f, formula %.3f"
      % (E_edge, rate_edge, rate_edge_formula))


# --- Square lattice of s-like atoms, summed atom by atom ---
def density(x, y, z, a, kap):
    n = np.arange(-20, 21) * a
    X, Y = np.meshgrid(n, n)
    r = np.sqrt((x - X)**2 + (y - Y)**2 + z**2)
    return np.sum(np.exp(-2 * kap * r) / r**2)


def cell_mean(z, a, kap):
    s = np.arange(8) * a / 8
    return np.mean([density(x, y, z, a, kap) for x in s for y in s])


def relative_modulation(z, a):
    top = density(0, 0, z, a, kappa)
    hollow = density(a / 2, a / 2, z, a, kappa)
    return (top - hollow) / (8 * cell_mean(z, a, kappa))


z0 = 8.0
print("tip-centre height z = %.1f angstrom" % z0)
for phi in (4.0, 5.0):
    kap = decay_constant(phi)
    slope = np.log(cell_mean(z0 - 0.05, a_close, kap)
                   / cell_mean(z0 + 0.05, a_close, kap)) / 0.1
    assert abs(slope / (2 * kap + 1 / z0) - 1) < 0.01
    print("lattice mean, phi = %.1f eV: %.3f decades per angstrom"
          % (phi, slope / np.log(10)))


def contour_corrugation(z, a):
    level = 2 * np.pi * exp1(2 * kappa * z) / a**2
    assert abs(cell_mean(z, a, kappa) / level - 1) < 1e-6
    heights = [brentq(lambda h: density(x, x, h, a, kappa) / level - 1,
                      z - 1.5, z + 1.5) for x in (0.0, a / 2)]
    return heights[0] - heights[1]


print("corrugation for phi = %.1f eV:" % phi0)
estimates = {}
for a, z in ((a_close, z0), (a_close, 6.0), (a_wide, z0)):
    G = 2 * np.pi / a
    gamma = modulation_exponent(kappa, G)
    r_direct = relative_modulation(z, a)
    r_formula = np.exp(-gamma * z)
    corrected = r_formula * (1 - gamma / (4 * kappa**2 * z))
    assert abs(r_direct / corrected - 1) < 0.015
    estimate = 8 * r_formula / (2 * kappa + 1 / z)
    direct = contour_corrugation(z, a)
    assert abs(estimate / direct - 1) < 0.05
    estimates[(a, z)] = estimate
    print("a = %.1f angstrom, z = %.1f angstrom:" % (a, z))
    print("  G = %.4f, q = %.4f, gamma = %.4f 1/angstrom"
          % (G, np.sqrt(kappa**2 + G**2 / 4), gamma))
    print("  modulation r: exp(-gamma z) = %.3e, lattice sum = %.3e"
          % (r_formula, r_direct))
    print("  corrugation: estimate = %.4f, contour = %.4f angstrom"
          % (estimate, direct))
    print("  corrugation estimate = %.2f pm" % (100 * estimate))

for a in (a_close, a_wide):
    G = 2 * np.pi / a
    measured = np.log(relative_modulation(8, a)
                      / relative_modulation(10, a)) / 2
    gamma = modulation_exponent(kappa, G)
    k0_exponent = np.sqrt(kappa**2 + G**2) - kappa
    assert abs(measured / gamma - 1) < 0.01
    assert abs(measured / k0_exponent - 1) > 0.1
    print("a = %.1f angstrom, exponents in 1/angstrom:" % a)
    print("  lattice sum %.4f, gamma %.4f, single k=0 state %.4f"
          % (measured, gamma, k0_exponent))
print("corrugation ratio, wide to close lattice at z = %.1f angstrom: %.0f"
      % (z0, estimates[(a_wide, z0)] / estimates[(a_close, z0)]))
print("verified")
```

Printed output:

```
hbar^2/(2m) = 3.8100 eV angstrom^2
double well: exact splitting = 2.3463e-04 eV
double well: 2|M| from plane formula = 2.3463e-04 eV
phi = 4.0 eV: kappa = 1.0246 1/angstrom
  current factor per angstrom = 7.76
  decades per angstrom, formula = 0.890
  decades per angstrom, wave matching = 0.890
phi = 4.5 eV: kappa = 1.0868 1/angstrom
  current factor per angstrom = 8.79
  decades per angstrom, formula = 0.944
  decades per angstrom, wave matching = 0.944
phi = 5.0 eV: kappa = 1.1456 1/angstrom
  current factor per angstrom = 9.89
  decades per angstrom, formula = 0.995
  decades per angstrom, wave matching = 0.995
phi for exactly one decade per angstrom = 5.05 eV
slowest pair: k/G = 0.500
slab, G-component decay rates in 1/angstrom:
  k=0 state at -8.70 eV: computed 4.143, formula 4.152
  k=G/2 state at -5.11 eV: computed 3.169, formula 3.172
tip-centre height z = 8.0 angstrom
lattice mean, phi = 4.0 eV: 0.941 decades per angstrom
lattice mean, phi = 5.0 eV: 1.047 decades per angstrom
corrugation for phi = 4.5 eV:
a = 2.9 angstrom, z = 8.0 angstrom:
  G = 2.1666, q = 1.5345, gamma = 0.8954 1/angstrom
  modulation r: exp(-gamma z) = 7.745e-04, lattice sum = 7.608e-04
  corrugation: estimate = 0.0027, contour = 0.0027 angstrom
  corrugation estimate = 0.27 pm
a = 2.9 angstrom, z = 6.0 angstrom:
  G = 2.1666, q = 1.5345, gamma = 0.8954 1/angstrom
  modulation r: exp(-gamma z) = 4.643e-03, lattice sum = 4.541e-03
  corrugation: estimate = 0.0159, contour = 0.0156 angstrom
  corrugation estimate = 1.59 pm
a = 5.0 angstrom, z = 8.0 angstrom:
  G = 1.2566, q = 1.2553, gamma = 0.3371 1/angstrom
  modulation r: exp(-gamma z) = 6.741e-02, lattice sum = 6.698e-02
  corrugation: estimate = 0.2346, contour = 0.2351 angstrom
  corrugation estimate = 23.46 pm
a = 2.9 angstrom, exponents in 1/angstrom:
  lattice sum 0.8940, gamma 0.8954, single k=0 state 1.3371
a = 5.0 angstrom, exponents in 1/angstrom:
  lattice sum 0.3368, gamma 0.3371, single k=0 state 0.5746
corrugation ratio, wide to close lattice at z = 8.0 angstrom: 87
verified
```
